# Dropping the singular exchange term shifts occupied levels, not the whole spectrum: test program

```python
"""
Result under test: in plane-wave Hartree-Fock theory for an insulator, setting
the singular q = 0 exchange term to zero raises OCCUPIED levels by
xi = 2.8373/L and leaves EMPTY levels in place, so the gap error falls only as
N_k^(-1/3).  It is not a rigid shift of the spectrum.

Symbols (Hartree atomic units):
  a    side of the simple cubic cell       n    k-points per direction
  N_k  n**3                               L    n*a, side of the supercell
  xi   Madelung shift of a cubic supercell
Model: two electrons per cell in -V0*(cos x' + cos y' + cos z'), x' = 2 pi x/a,
with a uniform neutralizing background.
Exchange kernels:
  dropped    4 pi/q^2 with the q = 0 value set to zero
  madelung   the same, with the q = 0 value set to xi*L^3
  truncated  Coulomb interaction cut off at distance L/2 (no Madelung constant)
"""
from itertools import product
import numpy as np
from scipy.fft import fftn, ifftn
from scipy.linalg import eigh
from scipy.special import erf, erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a = 6.0
V0 = 0.8
GRID = 14                      # FFT points per direction
CUT2 = 8.9                     # plane waves with |k+G|^2 < CUT2*(2 pi/a)^2
b = 2 * np.pi / a
AXES = (-3, -2, -1)


# ---------- Madelung shift of the unit cube, two independent ways ----------
def regular_part(r, alpha=2.0):
    """Zero-average periodic point-charge potential minus 1/r, for L = 1."""
    r = np.asarray(r, float)
    dist0 = np.linalg.norm(r)
    if dist0 < 1e-12:
        total = -2 * alpha / np.sqrt(np.pi)
    else:
        total = -erf(alpha * dist0) / dist0
    total -= np.pi / alpha**2
    for cell in product(range(-5, 6), repeat=3):
        if cell == (0, 0, 0):
            continue
        vec = np.array(cell, float)
        dist = np.linalg.norm(r - vec)
        g = 2 * np.pi * vec
        g2 = g @ g
        total += erfc(alpha * dist) / dist
        total += 4 * np.pi / g2 * np.exp(-g2 / (4 * alpha**2)) * np.cos(g @ r)
    return total


def integral_minus_sum(beta):
    """Integral minus mesh sum of 4 pi exp(-beta q^2)/q^2, q = 0 left out."""
    m = np.arange(-26, 27)
    x, y, z = np.meshgrid(m, m, m, indexing="ij")
    q2 = (2 * np.pi)**2 * (x**2 + y**2 + z**2).ravel()
    q2 = q2[q2 > 0]
    mesh_sum = np.sum(4 * np.pi / q2 * np.exp(-beta * q2))
    return 1 / np.sqrt(np.pi * beta) - mesh_sum


madelung = -regular_part([0, 0, 0])
# The remainder is linear in beta, so two values of beta remove it.
madelung_from_mesh = 2 * integral_minus_sum(0.002) - integral_minus_sum(0.004)
assert abs(madelung - madelung_from_mesh) < 1e-6
assert abs(madelung - 2.8373) < 5e-5

small_r = 0.05
quadratic_numeric = regular_part([small_r, 0, 0]) + madelung
quadratic_formula = 2 * np.pi * small_r**2 / 3
# The tolerance allows for the neglected fourth-order cubic term.
assert abs(quadratic_numeric - quadratic_formula) < 1e-4


def exchange_kernel(q2, kind, L):
    zero = q2 < 1e-12
    safe = np.where(zero, 1.0, q2)
    value = 4 * np.pi / safe
    at_zero = 0.0
    if kind == "truncated":
        radius = L / 2
        value = value * (1 - np.cos(np.sqrt(safe) * radius))
        at_zero = 2 * np.pi * radius**2
    elif kind == "madelung":
        at_zero = madelung / L * L**3
    return np.where(zero, at_zero, value)


# ---------- fixed orbitals of the bare cosine potential, large meshes ----------
def fixed_orbital_exchange_gap(n, kind):
    """Exchange part of the Gamma gap; orbitals are products of 1D functions."""
    L = n * a
    m = np.arange(-8, 9)
    lags = np.arange(-5, 6)
    hop = -V0 / 2 * (np.eye(17, k=1) + np.eye(17, k=-1))

    def bloch(kappa):
        return eigh(np.diag(0.5 * b**2 * (m + kappa)**2) + hop)[1]

    gamma = bloch(0.0)
    q, lower, upper = [], [], []
    for j in range(-((n - 1) // 2), n // 2 + 1):
        filled = bloch(j / n)[:, 0]
        q.extend(b * (lags - j / n))
        lower.extend(np.correlate(gamma[:, 0], filled, "full")[16 + lags]**2)
        upper.extend(np.correlate(gamma[:, 1], filled, "full")[16 + lags]**2)
    q, lower, upper = np.array(q), np.array(lower), np.array(upper)
    q2 = (q**2)[:, None, None] + (q**2)[None, :, None] + (q**2)[None, None, :]
    along_x = (exchange_kernel(q2, kind, L) @ lower) @ lower
    return float((lower - upper) @ along_x) / L**3


fixed_sizes = [3, 5, 7, 14]
fixed_reference = fixed_orbital_exchange_gap(14, "truncated")
fixed_raw, fixed_rest = {}, {}
for n in fixed_sizes:
    value = fixed_orbital_exchange_gap(n, "dropped")
    fixed_raw[n] = fixed_reference - value
    fixed_rest[n] = value + madelung / (n * a) - fixed_reference


def power(error, n1, n2):
    """Power of N_k with which an error changes between two meshes."""
    return np.log(abs(error[n2] / error[n1])) / (3 * np.log(n2 / n1))


fixed_raw_power = power(fixed_raw, 7, 14)
fixed_rest_power = power(fixed_rest, 7, 14)
fixed_rest_small = power(fixed_rest, 3, 5)
assert abs(fixed_raw_power + 1 / 3) < 0.01, fixed_raw
assert abs(fixed_rest_power + 1) < 0.06, fixed_rest

# ---------- self-consistent plane-wave Hartree-Fock ----------
freq = np.rint(np.fft.fftfreq(GRID) * GRID)
GVEC = np.array(np.meshgrid(freq, freq, freq, indexing="ij"))
G2 = b**2 * np.sum(GVEC**2, axis=0)
HARTREE_KERNEL = np.where(G2 > 0, 4 * np.pi / np.where(G2 > 0, G2, 1.0), 0.0)
angle = 2 * np.pi * np.arange(GRID) / GRID
V_EXT = -V0 * (np.cos(angle)[:, None, None] + np.cos(angle)[None, :, None]
               + np.cos(angle)[None, None, :])


def rotate(u, k):
    """Carry the periodic part from the sorted, non-negative k to this k."""
    order = np.argsort(np.abs(k), kind="stable")
    out = np.transpose(u, np.argsort(order))
    for axis in range(3):
        if k[axis] < 0:
            out = np.roll(np.flip(out, axis), 1, axis)
    return out


def hartree_fock(n, kind, other_bands=1):
    """Exchange is compressed onto the listed bands; exact at convergence."""
    L = n * a
    components = range(-((n - 1) // 2), n // 2 + 1)
    mesh = list(product(components, repeat=3))
    parent = [tuple(sorted(abs(c) for c in k)) for k in mesh]
    reps = sorted(set(parent))             # Gamma comes first
    weights = np.array([parent.count(k) for k in reps]) / len(mesh)
    data = []
    for k in reps:
        kappa = np.array(k) / n
        kg2 = np.sum((GVEC + kappa[:, None, None, None])**2, axis=0)
        idx = np.nonzero(kg2 < CUT2)
        ind = np.array(idx)
        diff = tuple((ind[:, :, None] - ind[:, None, :]) % GRID)
        shift = kappa - np.array(mesh) / n
        q2 = b**2 * sum((GVEC[i][None] + shift[:, i, None, None, None])**2
                        for i in range(3))
        bands = 7 if k == (0, 0, 0) else other_bands
        data.append((idx, diff, 0.5 * b**2 * kg2[idx],
                     exchange_kernel(q2, kind, L), bands))
    potential = V_EXT
    exchange = [0.0] * len(reps)
    old = None
    for _ in range(100):
        v_g = fftn(potential) / GRID**3
        energies, coeffs, orbitals = [], [], []
        for (idx, diff, kinetic, _, bands), x_op in zip(data, exchange):
            ham = np.diag(kinetic) + v_g[diff] + x_op
            e, c = eigh((ham + ham.conj().T) / 2)
            energies.append(e)
            coeffs.append(c[:, :bands])
            u = np.zeros((bands, GRID, GRID, GRID), complex)
            for band in range(bands):
                u[band][idx] = c[:, band]
            orbitals.append(ifftn(u, axes=AXES) * GRID**3)
        levels = np.array([e[0] for e in energies] + [energies[0][1]])
        if old is not None and np.max(np.abs(levels - old)) < 1e-8:
            break
        old = levels
        occupied = {k: orb[0] for k, orb in zip(reps, orbitals)}
        full = np.array([rotate(occupied[p], k) for p, k in zip(parent, mesh)])
        full_conj = full.conj()
        density = 2 * np.mean(np.abs(full)**2, axis=0) / a**3
        potential = V_EXT + ifftn(HARTREE_KERNEL * fftn(density)).real
        exchange, occupied_exchange = [], []
        for (idx, _, _, kernel, bands), c, u in zip(data, coeffs, orbitals):
            w = np.empty_like(c, dtype=complex)
            for band in range(bands):
                field = fftn(full_conj * u[band], axes=AXES, overwrite_x=True)
                field *= kernel
                field = ifftn(field, axes=AXES, overwrite_x=True)
                field *= full
                result = -np.sum(field, axis=0) / L**3
                w[:, band] = (fftn(result) / GRID**3)[idx]
            overlap = c.conj().T @ w
            overlap = (overlap + overlap.conj().T) / 2
            exchange.append(w @ np.linalg.solve(overlap, w.conj().T))
            occupied_exchange.append(overlap[0, 0].real)
    else:
        raise AssertionError("self-consistency was not reached")
    return {"occ": energies[0][0], "emp": energies[0][1],
            "gap": energies[0][1] - energies[0][0],
            "ex": float(weights @ np.array(occupied_exchange)),
            "density": density,
            "top": max(e[0] for e in energies),
            "bottom": min(e[1] for e in energies)}


sizes = [2, 3, 4, 5]
dropped = {n: hartree_fock(n, "dropped", 4 if n == 4 else 1) for n in sizes}
corrected3 = hartree_fock(3, "madelung")
reference4 = hartree_fock(4, "truncated")
reference = hartree_fock(5, "truncated")
xi = {n: madelung / (n * a) for n in sizes}

# Filled and empty bands are separated over the whole mesh.
band_separation = dropped[4]["bottom"] - dropped[4]["top"]
assert band_separation > 0.05

# Same mesh: only occupied levels move, density unchanged, energy moves by xi.
same_occ = dropped[3]["occ"] - corrected3["occ"]
same_emp = dropped[3]["emp"] - corrected3["emp"]
same_ex = dropped[3]["ex"] - corrected3["ex"]
density_change = np.max(np.abs(dropped[3]["density"] - corrected3["density"]))
assert abs(same_occ - xi[3]) < 1e-6
assert abs(same_emp) < 1e-6
assert abs(same_ex - xi[3]) < 1e-6
assert density_change < 1e-6

# Against the truncated interaction, which knows no Madelung constant.
# The tolerances allow for the remainder of order L^-3.
ref_change = reference["gap"] - reference4["gap"]
assert abs(ref_change) < 5e-4
shift_occ = dropped[5]["occ"] - reference["occ"]
shift_emp = dropped[5]["emp"] - reference["emp"]
shift_ex = dropped[5]["ex"] - reference["ex"]
assert abs(shift_occ - xi[5]) < 2e-3
assert abs(shift_emp) < 1e-3
assert abs(shift_ex - xi[5]) < 2e-3

# Decay of the gap error with N_k, before and after adding xi.
raw_error = {n: reference["gap"] - dropped[n]["gap"] for n in sizes}
rest = {n: dropped[n]["gap"] + xi[n] - reference["gap"] for n in sizes}
raw_power = power(raw_error, 3, 5)
rest_power = power(rest, 3, 5)
assert abs(raw_power + 1 / 3) < 0.02, raw_error
# Terms of order L^-5 still contribute on these small meshes; the asymptotic
# power is tested more sharply above, with fixed orbitals on large meshes.
assert abs(rest_power + 1) < 0.30, (rest_power, rest, ref_change)

print(f"cell side a = {a:.1f} bohr; V0 = {V0:.1f} hartree")
print(f"plane-wave cutoff = {0.5 * CUT2 * b**2:.3f} hartree")
print(f"Madelung constant xi*L, lattice sum = {madelung:.6f}")
print(f"xi*L, integral minus mesh sum = {madelung_from_mesh:.6f}")
print(f"r^2 term at r = {small_r} L: numeric {quadratic_numeric:.6f} /L")
print(f"r^2 term at r = {small_r} L: formula {quadratic_formula:.6f} /L")
print("Uncorrected self-consistent runs, energies in hartree, L in bohr:")
print(" n  N_k    L      xi      gap    gap+xi  gap error")
for n in sizes:
    print(f"{n:2d} {n**3:4d} {n * a:5.1f} {xi[n]:8.5f} {dropped[n]['gap']:8.5f}"
          f" {dropped[n]['gap'] + xi[n]:8.5f} {-raw_error[n]:9.5f}")
print(f"reference gap (truncated, n=5) = {reference['gap']:.5f} hartree")
print(f"reference gap (truncated, n=5) = {reference['gap'] * HARTREE_EV:.3f} eV")
print(f"reference gap change, n=4 to 5 = {ref_change:.1e} hartree")
print(f"uncorrected gap, n=5 = {dropped[5]['gap'] * HARTREE_EV:.3f} eV")
print(f"xi at n=5 = {xi[5] * HARTREE_EV:.3f} eV")
print(f"band separation on mesh, n=4 = {band_separation:.4f} hartree")
print("Dropped minus Madelung-corrected, n=3, hartree:")
print(f"  occupied level at Gamma {same_occ:.6f}")
print(f"  empty level at Gamma {abs(same_emp):.6f} (magnitude)")
print(f"  exchange energy per cell {same_ex:.6f}")
print(f"  largest density change {density_change:.1e} bohr^-3")
print("Levels at Gamma, n=5, hartree:")
print(f"  occupied: dropped {dropped[5]['occ']:.5f}, "
      f"reference {reference['occ']:.5f}")
print(f"  empty: dropped {dropped[5]['emp']:.5f}, "
      f"reference {reference['emp']:.5f}")
print("Dropped minus reference, n=5, hartree:")
print(f"  occupied level {shift_occ:.5f}")
print(f"  empty level {shift_emp:.5f}")
print(f"  exchange energy per cell {shift_ex:.5f}")
print(f"power of N_k in gap error, n=3 to 5 = {raw_power:.3f}")
print(f"power of N_k after adding xi, n=3 to 5 = {rest_power:.3f}")
for n in sizes:
    print(f"remaining gap error after adding xi, n={n}: {rest[n]:.6f} hartree")
print("Fixed orbitals, exchange part of the gap, errors in hartree:")
for n in fixed_sizes:
    print(f"  n={n:2d}: uncorrected {-fixed_raw[n]:.6f}, "
          f"after adding xi {fixed_rest[n]:.7f}")
print(f"  power of N_k, uncorrected, n=7 to 14 = {fixed_raw_power:.4f}")
print(f"  power of N_k after adding xi, n=7 to 14 = {fixed_rest_power:.4f}")
print(f"  power of N_k after adding xi, n=3 to 5 = {fixed_rest_small:.4f}")
print("all good")
```

Running it gives:

```
cell side a = 6.0 bohr; V0 = 0.8 hartree
plane-wave cutoff = 4.880 hartree
Madelung constant xi*L, lattice sum = 2.837297
xi*L, integral minus mesh sum = 2.837297
r^2 term at r = 0.05 L: numeric 0.005255 /L
r^2 term at r = 0.05 L: formula 0.005236 /L
Uncorrected self-consistent runs, energies in hartree, L in bohr:
 n  N_k    L      xi      gap    gap+xi  gap error
 2    8  12.0  0.23644  0.96942  1.20586  -0.23213
 3   27  18.0  0.15763  1.04551  1.20314  -0.15604
 4   64  24.0  0.11822  1.08402  1.20224  -0.11753
 5  125  30.0  0.09458  1.10733  1.20191  -0.09422
reference gap (truncated, n=5) = 1.20155 hartree
reference gap (truncated, n=5) = 32.696 eV
reference gap change, n=4 to 5 = -1.1e-05 hartree
uncorrected gap, n=5 = 30.132 eV
xi at n=5 = 2.574 eV
band separation on mesh, n=4 = 0.8744 hartree
Dropped minus Madelung-corrected, n=3, hartree:
  occupied level at Gamma 0.157628
  empty level at Gamma 0.000000 (magnitude)
  exchange energy per cell 0.157628
  largest density change 2.4e-10 bohr^-3
Levels at Gamma, n=5, hartree:
  occupied: dropped -1.22420, reference -1.31849
  empty: dropped -0.11687, reference -0.11694
Dropped minus reference, n=5, hartree:
  occupied level 0.09428
  empty level 0.00007
  exchange energy per cell 0.09429
power of N_k in gap error, n=3 to 5 = -0.329
power of N_k after adding xi, n=3 to 5 = -0.968
remaining gap error after adding xi, n=2: 0.004312 hartree
remaining gap error after adding xi, n=3: 0.001587 hartree
remaining gap error after adding xi, n=4: 0.000687 hartree
remaining gap error after adding xi, n=5: 0.000360 hartree
Fixed orbitals, exchange part of the gap, errors in hartree:
  n= 3: uncorrected -0.156195, after adding xi 0.0014328
  n= 5: uncorrected -0.094256, after adding xi 0.0003206
  n= 7: uncorrected -0.067437, after adding xi 0.0001180
  n=14: uncorrected -0.033762, after adding xi 0.0000149
  power of N_k, uncorrected, n=7 to 14 = -0.3327
  power of N_k after adding xi, n=7 to 14 = -0.9962
  power of N_k after adding xi, n=3 to 5 = -0.9771
all good
```
